# Grain-boundary resistivity in the Mayadas–Shatzkes model: weak and strong scattering

A plated metal film with small grains conducts less well than the bulk metal, in part because electrons are reflected at the grain boundaries. The Mayadas–Shatzkes model describes this with one dimensionless number, \(\alpha\). The problem is to find how the resistivity depends on \(\alpha\), first when boundaries are a small disturbance and then when they dominate.

**Model and notation.** The metal has a spherical Fermi surface with wavenumber \(k_F\), speed \(v=\hbar k_F/m\), electron density \(n\), bulk relaxation time \(\tau\), mean free path \(\lambda=v\tau\) and bulk resistivity \(\rho_0\). Bulk scattering is isotropic. The field points along \(x\), and \(c=\cos\theta\) is the cosine of the angle between an electron's velocity and \(x\), with \(u=|c|\). Boundaries are planes normal to \(x\), at random positions with mean spacing \(D\). A boundary either transmits an electron or reverses its \(x\) velocity, leaving the other components unchanged. Probabilities, not amplitudes, are added for successive boundaries, the field is taken as uniform, and the film surfaces are ignored until part (g). The quantity sought is \(r=\rho/\rho_0\), with \(\rho\) the film resistivity.

## (a) The relaxation time with boundaries

*Represent a boundary by the potential \(S\,\delta(x)\). Find its reflection probability and, for weak reflection, the relaxation time of an electron travelling at angle \(\theta\).*

**Solution.** Motion along the plane separates off, leaving a one-dimensional problem with wavenumber \(q=k_Fu\). Take \(e^{iqx}+\mathcal r e^{-iqx}\) on the left and \(\mathcal t e^{iqx}\) on the right. Continuity gives \(1+\mathcal r=\mathcal t\). Integrating the Schrödinger equation across the plane gives the jump in slope,
\[
iq\,\mathcal t-iq(1-\mathcal r)=\frac{2mS}{\hbar^2}\,\mathcal t .
\]
With \(\mathcal r=\mathcal t-1\) the left side is \(2iq(\mathcal t-1)\), so
\[
\mathcal t=\frac{1}{1+i\eta/u},\qquad \eta=\frac{mS}{\hbar^2k_F}.
\]
The reflection probability is therefore
\[
1-|\mathcal t|^2=\frac{\eta^2}{u^2+\eta^2}\simeq\frac{\eta^2}{u^2}\qquad(\eta^2\ll u^2).
\]

An electron meets boundaries at the rate \(vu/D\). Its velocity is thus reversed at the rate
\[
w=\frac{vu}{D}\,\frac{\eta^2}{u^2}=\frac{v\eta^2}{Du}.
\]
As \(u\) decreases within the range \(u\gg\eta\) where this form holds, electrons meet fewer boundaries, but are reflected so much more readily that their reversal rate rises.

Let \(f_1(c)\) be the departure of the distribution from equilibrium. Reversal exchanges \(c\) and \(-c\), so it contributes \(-w[f_1(c)-f_1(-c)]\) to the rate of change of \(f_1(c)\). The field produces an odd departure, \(f_1(-c)=-f_1(c)\), for which this is \(-2wf_1(c)\). The factor 2 arises because a reversal removes an electron from one direction and also places it in the opposite one. Isotropic bulk scattering contributes \(-f_1/\tau\), since the angular average of an odd function vanishes. The rates add:
\[
\frac1{\tau^*}=\frac1\tau+2w=\frac1\tau\left(1+\frac{\alpha}{u}\right),\qquad \alpha=\frac{2\eta^2\lambda}{D}.
\]

The customary form is
\[
\alpha=\frac{\lambda}{D}\,\frac{R}{1-R},
\]
which defines an effective reflection coefficient \(R\) by \(R/(1-R)=2\eta^2\). It is not the literal reflection probability \(R_1\) at normal incidence, for which \(R_1/(1-R_1)=\eta^2\). In practice \(R\) is a fitted parameter. The model keeps the \(1/u\) law at all angles, although its derivation fails for \(u\lesssim\eta\); part (g) returns to this point.

## (b) The resistivity function

*Solve the linearized Boltzmann equation and obtain \(r(\alpha)\) in closed form.*

**Solution.** For electrons of charge \(-e\) in a field \(E\), the steady state satisfies
\[
-eEvc\,\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau^*}
\quad\Rightarrow\quad
f_1=eEvc\,\tau^*\,\frac{\partial f_0}{\partial\varepsilon}.
\]
The current density is the sum of \(-e\,vc\,f_1\) over states. It contains one factor \(c\) from the velocity and one from \(f_1\), and it is positive because \(\partial f_0/\partial\varepsilon<0\). At the Fermi surface the conductivity is thus proportional to \(\int_{-1}^{1}c^2\tau^*\,dc\). Dividing by the same integral with \(\tau^*=\tau\), which is \(2\tau/3\), gives
\[
F\equiv\frac1r=3\int_0^1\frac{u^2}{1+\alpha/u}\,du=3\int_0^1\frac{u^3}{u+\alpha}\,du .
\]
Since \(u^3+\alpha^3=(u+\alpha)(u^2-\alpha u+\alpha^2)\),
\[
\frac{u^3}{u+\alpha}=u^2-\alpha u+\alpha^2-\frac{\alpha^3}{u+\alpha}.
\]
The four terms integrate to \(1/3\), \(-\alpha/2\), \(\alpha^2\) and \(-\alpha^3\ln[(1+\alpha)/\alpha]\). Hence
\[
\frac1r=1-\frac{3\alpha}{2}+3\alpha^2-3\alpha^3\ln\!\left(1+\frac1\alpha\right).
\]
This is the Mayadas–Shatzkes function.

## (c) Weak boundary scattering

*Expand \(r\) for \(\alpha\ll1\) through third order. Is the result a Taylor series?*

**Solution.** Write \(F=1-X\). Because \(\ln(1+1/\alpha)=\ln(1/\alpha)+\ln(1+\alpha)\), and the last term is of order \(\alpha\),
\[
X=\frac{3\alpha}{2}-3\alpha^2+3\alpha^3\ln\frac1\alpha+O(\alpha^4).
\]
The inverse is \(r=1+X+X^2+X^3+\dots\), where, through third order,
\[
X^2=\frac{9\alpha^2}{4}-9\alpha^3,\qquad X^3=\frac{27\alpha^3}{8}.
\]
The second-order coefficient is \(-3+9/4=-3/4\). The third-order terms without a logarithm add to \(-9+27/8=-45/8\). Therefore
\[
r=1+\frac{3\alpha}{2}-\frac{3\alpha^2}{4}+\alpha^3\left(3\ln\frac1\alpha-\frac{45}{8}\right)+\dots
\]

The leading correction is \(3\alpha/2\). The factor \(3/2\) is the mean of \(1/u\) with the weight \(3u^2\) with which directions carry current in the bulk:
\[
3\int_0^1u^2\,\frac1u\,du=\frac32 .
\]
Numerically, \((r-1)/\alpha\) is 1.493 at \(\alpha=0.01\) and 1.457 at \(\alpha=0.1\), approaching \(3/2\) from below as the term \(-3\alpha^2/4\) requires.

The logarithm means that this is not a Taylor series beyond second order. Its origin is the grazing electrons. Expanding the integrand in powers of \(\alpha/u\) is legitimate for \(u\gg\alpha\), but the third-order term would need \(3\int_0^1u^2u^{-3}du\), which diverges logarithmically at small \(u\). The true integrand cuts this off near \(u\sim\alpha\), leaving \(\ln(1/\alpha)\). Because the model keeps the \(1/u\) law at all angles, the current carried by electrons with \(u<\alpha\) is relaxed faster by boundaries than by the bulk in this model, however small \(\alpha\) is.

## (d) Strong boundary scattering

*Expand \(r\) for \(\alpha\gg1\). In what sense does \(r\) approach \(4\alpha/3\)?*

**Solution.** It is simplest to return to the integral. For \(\alpha>1\) and \(0\le u\le1\),
\[
\frac1{u+\alpha}=\frac1\alpha-\frac{u}{\alpha^2}+\frac{u^2}{\alpha^3}-\dots
\]
Multiplying by \(3u^3\) and integrating term by term,
\[
F=3\left(\frac1{4\alpha}-\frac1{5\alpha^2}+\frac1{6\alpha^3}-\dots\right)
=\frac{3}{4\alpha}\left(1-\frac{4}{5\alpha}+\frac{2}{3\alpha^2}-\dots\right).
\]
In the closed form the same result is hidden by cancellation: the first three terms of the expanded logarithm remove \(1-3\alpha/2+3\alpha^2\), and the fourth supplies \(3/(4\alpha)\).

Set \(Y=4/(5\alpha)-2/(3\alpha^2)\), so that the last bracket is \(1-Y\) to this order. Then
\[
\frac1{1-Y}=1+Y+Y^2+\dots=1+\frac4{5\alpha}+\left(\frac{16}{25}-\frac23\right)\frac1{\alpha^2}+\dots,
\]
and the coefficient in parentheses is \(-2/75\). Multiplication by \(4\alpha/3\) gives
\[
r=\frac{4\alpha}{3}+\frac{16}{15}-\frac{8}{225\,\alpha}+\dots
\]

Thus \(r/(4\alpha/3)\to1\), but the difference \(r-4\alpha/3\) tends to \(16/15\), not to zero. The ratio converges slowly, as \(1+4/(5\alpha)\): it is 1.080 at \(\alpha=10\) and 1.008 at \(\alpha=100\). At the same two points the difference is 1.063 and 1.066, already close to \(16/15\simeq1.067\).

In physical terms, the leading resistivity is
\[
\rho\simeq\frac43\,\frac{\rho_0\lambda}{D}\,\frac{R}{1-R}.
\]
The product \(\rho_0\lambda\) does not depend on \(\tau\), because \(\rho_0=m/(ne^2\tau)\) and \(\lambda=v\tau\). Bulk scattering has dropped out of the leading term and survives in the constant \(16/15\).

## (e) Between the limits

*Show that \(1+3\alpha/2\) and \(4\alpha/3+16/15\) are both upper bounds on \(r\) for every \(\alpha>0\). How accurate is the lower of the two?*

**Solution.** Let \(g(u)\) be any positive trial function on \(0<u<1\). The Cauchy–Schwarz inequality gives
\[
\left(\int_0^1ug\,du\right)^2\le
\int_0^1g^2\left(1+\frac\alpha u\right)du\;
\int_0^1\frac{u^2}{1+\alpha/u}\,du .
\]
The last integral is \(F/3=1/(3r)\), so
\[
r\le\frac{\displaystyle\int_0^1g^2(1+\alpha/u)\,du}{\displaystyle3\left(\int_0^1ug\,du\right)^2}.
\]
Equality holds for \(g\propto u/(1+\alpha/u)\), which is the angular form of the true \(f_1\). The numerator measures dissipation and the denominator the square of the current, so the true distribution carries a given current with the least dissipation.

For \(g=u\), the bulk distribution, the right side is
\[
\frac{1/3+\alpha/2}{3(1/3)^2}=1+\frac{3\alpha}{2}.
\]
For \(g=u^2\), the distribution when boundaries dominate, it is
\[
\frac{1/5+\alpha/4}{3(1/4)^2}=\frac{16}{15}+\frac{4\alpha}{3}.
\]
These are the two bounds. They also explain the constant in part (d): boundary scattering depletes the grazing directions, and with this altered distribution the bulk collisions cost \(16/15\) of their usual dissipation for the same current. A lower bound follows from \(u+\alpha>\alpha\) for \(u>0\), which gives \(F<3/(4\alpha)\) and hence \(r>4\alpha/3\).

For each fixed \(g\) the bound is a straight line in \(\alpha\), and \(r\) is the lowest of all these lines at each \(\alpha\). Such a function is concave, so its slope \(r'\) never increases. By parts (c) and (d) the slope starts at \(3/2\) and tends to \(4/3\). Define
\[
s(\alpha)=r-\alpha r',\qquad s'=-\alpha r''\ge0 .
\]
It rises from \(s(0)=1\) towards \(16/15\), the constant term of the strong expansion.

Now consider the two ratios of line to function. The derivative of \((1+3\alpha/2)/r\) has the sign of
\[
\frac32r-\left(1+\frac{3\alpha}2\right)r'=\frac32s-r'\ge\frac32-\frac32=0,
\]
so the relative error of the weak line grows with \(\alpha\). The derivative of \((4\alpha/3+16/15)/r\) has the sign of
\[
\frac43r-\left(\frac{4\alpha}3+\frac{16}{15}\right)r'=\frac43s-\frac{16}{15}r'\le\frac43\cdot\frac{16}{15}-\frac{16}{15}\cdot\frac43=0,
\]
so the error of the strong line shrinks. The lower line is therefore worst where the two cross:
\[
1+\frac{3\alpha}2=\frac{4\alpha}3+\frac{16}{15}\quad\Rightarrow\quad\frac\alpha6=\frac1{15},\quad\alpha=\frac25 .
\]
There both lines give 1.600, while the full function is 1.564. Using the weak line below \(\alpha=0.4\) and the strong line above it thus overestimates \(r\) by at most 2.3% of its true value.

## (f) Response to temperature

*Warming raises \(\rho_0\). By how much does \(\rho\) rise, if \(D\) and \(R\) stay fixed?*

**Solution.** Since \(\rho_0\lambda\) is fixed by the electron density, \(\alpha=C/\rho_0\) with \(C\) constant, and \(\rho=\rho_0\,r(C/\rho_0)\). Differentiating,
\[
\frac{d\rho}{d\rho_0}=r+\rho_0r'\left(-\frac{C}{\rho_0^2}\right)=r-\alpha r'=s(\alpha).
\]
By part (e) this lies between 1 and \(16/15\). In this model the boundary contribution therefore behaves almost as a fixed addition to the bulk resistivity, for weak and strong scattering alike. The absolute rise on warming is nearly that of the bulk, while the fractional rise is smaller because \(\rho\) is larger. The value \(16/15\) depends on isotropic bulk scattering. If bulk scattering is mostly through small angles, as for phonons at low temperature, the distribution \(g=u^2\) relaxes faster and the constant rises towards \(64/45\simeq1.42\).

## (g) Copper films

*Apply the results to an annealed plated film (\(D=1000\) nm, thickness 500 nm), an as-plated film (\(D=50\) nm, thickness 500 nm) and a fine-grained seed layer (\(D=5\) nm, thickness 10 nm). Take as rough inputs \(\rho_0=1.7\ \mu\Omega\,\mathrm{cm}\) at room temperature, \(n=8.5\times10^{28}\ \mathrm{m^{-3}}\) and \(R=0.3\). Then judge what the model leaves out.*

**Solution.** For a spherical Fermi surface \(k_F=(3\pi^2n)^{1/3}=13.6\ \mathrm{nm^{-1}}\). Eliminating \(\tau\) between \(\rho_0=m/(ne^2\tau)\) and \(\lambda=\hbar k_F\tau/m\),
\[
\lambda=\frac{\hbar k_F}{ne^2\rho_0}=38.7\ \mathrm{nm},\qquad \frac{R}{1-R}=\frac{0.3}{0.7}=0.429 .
\]
For the as-plated film \(\alpha=(38.7/50)\times0.429=0.33\), and the terms of the closed form are
\[
\frac1r=1-0.497+0.330-0.152\simeq0.68,\qquad r=1.47 .
\]
The same steps for all three films give:

| Film | \(\alpha\) | \(r\) | \(1+\frac{3\alpha}{2}\) | \(\frac{4\alpha}{3}+\frac{16}{15}\) | \(\rho\) (μΩ cm) |
|---|---|---|---|---|---|
| annealed | 0.017 | 1.025 | 1.025 | 1.089 | 1.74 |
| as-plated | 0.33 | 1.47 | 1.50 | 1.51 | 2.50 |
| seed | 3.3 | 5.48 | 5.97 | 5.49 | 9.3 |

The annealed film is in the weak limit. The as-plated film lies near the crossing, where the weak line is about 2% high. For the seed layer, \(4\alpha/3=4.42\) alone is 19% below the full function; adding \(16/15\) brings the agreement to 0.2%.

At 373 K the bulk value is taken as 2.23 μΩ cm, a rise of 0.53. The as-plated film then rises from 2.50 to 3.03 and the seed layer from 9.31 to 9.87 μΩ cm. These rises, 0.54 and 0.56, are close to the bulk one as part (f) requires, but they are 21% and 6% of the room-temperature values, against 31% for the bulk.

**Surfaces.** If electrons leave both film surfaces fully randomized, those at distance \(z\) from the surface they left have recovered a fraction \(1-e^{-z/(\lambda p)}\) of their bulk response, where \(p\) is the cosine of their angle to the film normal. Averaging over the thickness \(h\), with the weight \(1-p^2\) for current in the plane, gives for surfaces alone
\[
\frac{\rho_0}{\rho}=\frac32\int_0^1(1-p^2)\left[1-\frac{\lambda p}{h}\left(1-e^{-h/(\lambda p)}\right)\right]dp .
\]
The resistivity ratio is 1.03 for the 500 nm films and 2.7 for the 10 nm seed layer. In the annealed film, surfaces thus matter as much as boundaries. In the seed layer the factor 2.7 does not multiply the boundary result, because boundaries shorten the path that enters the surface term; the same average with \(\tau^*\) in place of \(\tau\) gives about 12 μΩ cm, some 30% above the boundary value. Surfaces are thus too large to ignore there, so its 9.3 μΩ cm illustrates the strong limit and is not a prediction.

**Grazing incidence.** It is tempting to replace \(\eta^2/u^2\) in the reversal rate by the full probability \(\eta^2/(u^2+\eta^2)\), with \(\eta^2=0.214\) from \(R=0.3\). This gives \(r=1.31\) instead of 1.47 for the as-plated film, but it is not a reliable correction. Let the planes become perfect reflectors, \(\eta\to\infty\) at fixed \(D\). No steady current can then cross them, yet the altered reversal rate tends only to \(vu/D\) and the resistivity stays finite. The fault lies in spreading the reversals evenly along \(x\) in a uniform field. In reality charge collects at each plane until the extra voltage drop there drives through it the same current as flows elsewhere. When the distance travelled along \(x\) between bulk collisions, about \(\lambda u\), exceeds \(D\), as it does for most directions in the seed layer, an electron can also meet the same planes repeatedly. To see the effect, ignore bulk collisions and let two planes have reflection probabilities \(P_1,P_2\) and transmission probabilities \(Q_i=1-P_i\). Summing over repeated reflections between them, the pair transmits
\[
Q=Q_1Q_2(1+P_1P_2+\dots)=\frac{Q_1Q_2}{1-P_1P_2}
\quad\Rightarrow\quad
\frac{1-Q}{Q}=\frac{P_1}{Q_1}+\frac{P_2}{Q_2}.
\]
Each plane contributes \(P/Q=\eta^2/u^2\), which is the weak-reflection expression. The same ratio appears for a single isolated plane. Let \(j\) be the difference and \(\sigma\) the sum of the occupations at \(+u\) and \(-u\). Across a plane \(j\) is continuous and \(\sigma\) drops by \(2(P/Q)j\), so the dissipation there is proportional to \(u\,(\eta^2/u^2)\,j^2\), which is the \(1/u\) law. Taking \(j\) independent of \(x\) gives the standard function, which by the least-dissipation argument of part (e) is therefore an upper bound for discrete planes. Minimizing the bulk and the plane dissipation separately gives the lower bound \(1+4\alpha/3\). With probabilities added, \(r\) for discrete planes thus lies between 1.022 and 1.025 for the annealed film, 1.44 and 1.47 for the as-plated film, and 5.42 and 5.48 for the seed layer. The capped values in the numerical output, 1.31 against 1.47 for the as-plated film and 4.1 against 5.5 for the seed layer, leave these effects out and overstate the reduction. All of this adds probabilities. In the seed layer about eight planes lie within one \(\lambda\), and if the electron keeps its phase over that distance, interference lowers the transmission further: for eight such planes at random spacings the mean at normal incidence is about 0.33 rather than 0.37, and the gap widens at oblique angles. When \(R\) is fitted to measured resistivities with the standard function, part of any remaining error is absorbed into \(R\).

**Comparison with real films.** The value of \(R\) is the largest uncertainty sized here for as-plated copper: with \(D=50\) nm held fixed, \(R=0.2\) gives 2.2 and \(R=0.5\) gives 3.5 μΩ cm. Dissolved impurities at a rough 0.01 atomic per cent, with a rough 2 μΩ cm per atomic per cent, add only 0.02 μΩ cm; a much less pure deposit would add proportionally more. Plated copper does recrystallize to larger grains, even at room temperature, and its resistivity falls as it does so. For growth from 50 to 1000 nm at fixed \(R\), the model gives a fall from 2.50 to 1.74 μΩ cm, or 30%. This figure is set by the assumed \(R\) and grain sizes (about 21% for \(R=0.2\) and 49% for \(R=0.5\)) and is not a prediction of the measured fall. Real grains also have boundaries inclined to the current and a spread of sizes and reflectivities, which one \(D\) and one \(R\) can represent only as averages. The remaining figures are in the numerical output.

## Numbers as computed

```
Bulk resistivity, rough input: 1.70 uOhm cm
Electron density, rough input: 8.50e+28 m^-3
Effective reflection R, rough input: 0.30
R/(1-R): 0.4286
Fermi wavenumber: 13.60 nm^-1
Mean free path: 38.7 nm
Bulk resistivity at 373 K: 2.230 uOhm cm
[annealed] spacing 1000 nm, thickness 500 nm
  alpha: 0.0166
  full ratio r: 1.0247
  1+3a/2: 1.0249
  4a/3: 0.0221; 4a/3+16/15: 1.0888
  resistivity: 1.742 uOhm cm
  resistivity at 373 K: 2.272 uOhm cm
  slope d(film)/d(bulk): 1.0002
  ratio, surfaces alone: 1.030
  ratio, reflection capped: 1.016
[as-plated] spacing 50 nm, thickness 500 nm
  alpha: 0.3315
  full ratio r: 1.4695
  1+3a/2: 1.4972
  4a/3: 0.4420; 4a/3+16/15: 1.5086
  resistivity: 2.498 uOhm cm
  resistivity at 373 K: 3.034 uOhm cm
  slope d(film)/d(bulk): 1.0124
  ratio, surfaces alone: 1.030
  ratio, reflection capped: 1.312
[seed] spacing 5 nm, thickness 10 nm
  alpha: 3.3148
  full ratio r: 5.4773
  1+3a/2: 5.9722
  4a/3: 4.4197; 4a/3+16/15: 5.4864
  resistivity: 9.311 uOhm cm
  resistivity at 373 K: 9.867 uOhm cm
  slope d(film)/d(bulk): 1.0500
  ratio, surfaces alone: 2.673
  ratio, reflection capped: 4.103
As-plated resistivity if R=0.2: 2.172 uOhm cm
As-plated resistivity if R=0.5: 3.522 uOhm cm
Impurity input, rough: 0.01 at.%, 2.0 uOhm cm per at.%
Impurity resistivity: 0.020 uOhm cm
Seed kF*D (phase across a grain): 68 rad
Full ratio at alpha=0.4: 1.5638
Worst two-line error, at alpha=0.4: 2.32 %
(r-1)/alpha at alpha=0.01: 1.4934
(r-1)/alpha at alpha=0.1: 1.4573
alpha=10: r/(4a/3)=1.0797, r-4a/3=1.0633
alpha=100: r/(4a/3)=1.0080, r-4a/3=1.0663
```
